\section*{Ion hop length from high-field drift, and its ambiguity}

\section*{Question}

Mobile ions in a thin oxide film hop between equivalent sites. Neighbouring sites are a distance $a$ apart along the field; $a$ is the full site-to-site distance, not the distance from a site to the barrier top. With no field each hop must cross an energy barrier $W$, whose top (the saddle) lies midway between the sites. The attempt frequency in each direction is $\nu$. An ion carries charge $ze$, with $z>0$ and $e$ the elementary charge. The ions are dilute, successive hops are independent, and the temperature $T$ is uniform and constant.

At $T=300$ K the drift speed is measured for fields $E$ between 1.5 and 3.0 MV/cm. It grows by a factor $\mathrm e=2.718\ldots$ for every 0.50 MV/cm. The charge of the ion is not known. Take $kT=0.02585$ eV. Where a barrier is needed, take $W=0.70$ eV.

\section*{Part (a): the drift law}

\textbf{Derive the drift speed $v(E)$, assuming that the field shifts the energy of the saddle without moving it.}

\subsection*{Model answer}

Let the field point along $+x$. It adds $-zeEx$ to the energy of an ion at $x$. Put the starting site at $x=0$. The forward saddle is at $x=a/2$, so its energy relative to the site falls by $zeEa/2$. The backward saddle is at $x=-a/2$, and its energy rises by the same amount. The two barriers are
\begin{equation}
W_\pm = W \mp \tfrac12 zeaE ,
\end{equation}
where the upper sign is for forward hops. The factor $\tfrac12$ appears because the hop rate depends on the work done up to the saddle, not on the work done over the whole hop.

For thermally activated hops the rates are
\begin{equation}
k_\pm=\nu\, e^{-W_\pm/kT}
     =\nu\, e^{-W/kT}\,e^{\pm zeaE/2kT}.
\end{equation}
In a short time $dt$ the ion moves by $+a$ with probability $k_+dt$ and by $-a$ with probability $k_-dt$. Its mean displacement is $a(k_+-k_-)dt$, so
\begin{align}
v&=a(k_+-k_-)\nonumber\\
 &=a\nu e^{-W/kT}\left(e^{zeaE/2kT}-e^{-zeaE/2kT}\right)\nonumber\\
 &=2a\nu\, e^{-W/kT}\sinh\!\left(\frac{zeaE}{2kT}\right).
\label{drift}
\end{align}
The activated form needs a remaining forward barrier that is large compared with $kT$. Part (e) supplies the numbers for this condition.

\section*{Part (b): what the slope measures}

\textbf{Find the local slope $d\ln v/dE$. Define the high-field regime, and decide whether the measured window lies in it.}

\subsection*{Model answer}

Define the field
\begin{equation}
E_0=\frac{2kT}{zea},
\label{E0}
\end{equation}
so that the argument of the hyperbolic sine is $E/E_0$. The prefactor in (\ref{drift}) does not depend on $E$, and therefore
\begin{equation}
\frac{d\ln v}{dE}
=\frac{1}{\sinh(E/E_0)}\,\frac{\cosh(E/E_0)}{E_0}
=\frac{1}{E_0}\coth\!\left(\frac{E}{E_0}\right).
\label{slope}
\end{equation}

For $E\gg E_0$ the hyperbolic cotangent tends to 1. Backward hops are then negligible, and $v$ grows e-fold for each increase $E_0$ in the field. The approach to this limit follows from
\begin{equation}
\coth y-1=\frac{e^{y}+e^{-y}}{e^{y}-e^{-y}}-1
=\frac{2e^{-y}}{e^{y}-e^{-y}}=\frac{2}{e^{2y}-1}.
\end{equation}
With $E_0=0.50$ MV/cm, the lower end of the window has $y=1.5/0.5=3$. The excess slope there is $2/(e^6-1)=0.005$, or 0.5\% of the limiting slope, and it is smaller at higher fields. The window is in the high-field regime, and the measured e-fold field may be identified with $E_0$.

In the opposite limit, $E\ll E_0$, $\sinh(E/E_0)\approx E/E_0$ and the speed is proportional to the field. There is then no fixed e-fold field. Between 2.5 and 3.0 MV/cm the law gives a growth factor $\sinh 6/\sinh 5=2.718$. The same increment taken from 0.1 to 0.6 MV/cm gives $\sinh1.2/\sinh0.2=7.50$.

Even at $E=E_0$ the local e-fold field is $E_0\tanh 1=0.381$ MV/cm. Using that value in place of $E_0$ would make the inferred hop too long by a factor $1/\tanh1=1.31$.

\section*{Part (c): the hop length}

\textbf{Infer the hop length for $z=1$ and for $z=2$.}

\subsection*{Model answer}

Equation (\ref{E0}) gives
\begin{equation}
za=\frac{2kT}{eE_0}.
\label{product}
\end{equation}
One MV/cm is $10^6$ V per $10^7$ nm, or 0.1 V/nm, so $E_0=0.050$ V/nm. An energy of 0.02585 eV divided by $e$ is 0.02585 V. Hence
\begin{equation}
za=\frac{2\times0.02585\ \mathrm V}{0.050\ \mathrm{V/nm}}=1.034\ \mathrm{nm}.
\end{equation}
The two candidate answers are
\begin{equation}
a=1.03\ \mathrm{nm}\quad(z=1),\qquad
a=0.52\ \mathrm{nm}\quad(z=2),
\end{equation}
or 10.3 and 5.2 \AA. The slope does not choose between them. It measures the energy gained from the field on the way to the saddle, $zeaE/2$, and a doubly charged ion gains the same energy over half the distance.

\section*{Part (d): can the ambiguity be removed?}

\textbf{The experimenter proposes to measure $v$ at many more fields and temperatures. The attempt frequency is unknown. Will this settle the charge? If not, name a measurement that will.}

\subsection*{Model answer}

More drift data will not settle it within this model. In (\ref{drift}) the hop length enters through two products, $a\nu$ and $za$. The replacement
\begin{equation}
(z,\;a,\;\nu)\;\longrightarrow\;(2z,\;a/2,\;2\nu)
\label{swap}
\end{equation}
leaves both unchanged. With the same $W$, it therefore leaves $v$ unchanged at every field and temperature.

As an example, give the singly charged ion $\nu=2\times10^{12}$ Hz and the doubly charged ion $\nu=4\times10^{12}$ Hz. Both then drift at 72.1 nm/s at 1.5 MV/cm and at 1452 nm/s at 3.0 MV/cm.

Diffusion without a field does distinguish them. At $E=0$ both rates equal $k_0=\nu e^{-W/kT}$. Let $x$ be the displacement so far and $\delta$ the displacement in the next interval $dt$. Then
\begin{equation}
\langle(x+\delta)^2\rangle-\langle x^2\rangle
=2\langle x\delta\rangle+\langle\delta^2\rangle .
\end{equation}
The first term on the right vanishes, because forward and backward hops are equally likely whatever $x$ is. In the second, $\delta^2=a^2$ with probability $2k_0dt$. Thus $\langle x^2\rangle$ grows at the rate $2a^2k_0$. In one dimension this rate is $2D$ by definition of the diffusivity $D$, so
\begin{equation}
D=a^2\nu e^{-W/kT}.
\label{D}
\end{equation}
Under (\ref{swap}), $a^2\nu$ becomes $(a^2/4)(2\nu)=a^2\nu/2$. The doubly charged candidate diffuses half as fast.

The low-field mobility $\mu=v/E$ supplies the remaining relation. Expanding (\ref{drift}) for small $E$ gives
\begin{equation}
\mu=2a\nu e^{-W/kT}\,\frac{zea}{2kT}
=\frac{ze}{kT}\,a^2\nu e^{-W/kT}=\frac{zeD}{kT},
\end{equation}
which is the Nernst--Einstein relation. Solved for the charge number, it reads
\begin{equation}
z=\frac{\mu kT}{eD}.
\end{equation}

For the two ions above, $\mu=1.439\times10^{-12}$ cm$^2$/Vs in both cases, while $D=3.721\times10^{-14}$ cm$^2$/s for the first and $1.860\times10^{-14}$ cm$^2$/s for the second. The charge numbers follow:
\begin{align}
\frac{1.439\times10^{-12}\times0.02585}{3.721\times10^{-14}}&=1.00,\\
\frac{1.439\times10^{-12}\times0.02585}{1.860\times10^{-14}}&=2.00 .
\end{align}
Once $z$ is known, (\ref{product}) gives $a$ for a central saddle and a known field. The diffusivity must belong to the same mobile species as the mobility, and both must be taken at the same temperature. The charge number also needs the true field, because $\mu=v/E$. If the ions feel $g$ times the nominal field, the relation returns $gz$, so a singly charged ion in twice the nominal field looks doubly charged. Finally, $D$ must be the random-walk diffusivity of (\ref{D}), for independent hops. In a real oxide, a tracer that moves by exchange with vacancies has correlated steps, which reduce its diffusivity by a factor of about 0.65 on a simple cubic lattice. A diffusivity taken from the relaxation of a concentration profile of charged defects is raised by the electrons that move with them, by up to a factor $1+z$. Either value, used uncorrected, gives a wrong $z$.

Two other kinds of information would serve. A site spacing known from the structure fixes $a$, and hence $z$, provided that the saddle lies midway and the field at the ion is known. Alternatively, the current density is $J=nzev$, where $n$ is the number of mobile ions per volume. It gives $z$ if $n$ and $v$ are known independently. If $n$ is unknown, the current gives only the product $nz$, and $z$ remains undetermined.

\section*{Part (e): how far can the number be trusted?}

\textbf{Estimate how the inferred hop changes if (i) the barrier is a cosine, so that the field moves the saddle; (ii) the saddle is off centre; (iii) the ions are 5 K warmer at 3.0 MV/cm than at 1.5 MV/cm; (iv) the voltage across a 10 nm film falls across 8 nm of it. Treat each effect alone, with $z=1$ unless stated.}

\subsection*{Model answer}

At 3.0 MV/cm the barrier is lowered by $\tfrac12(1.034)(0.30)=0.155$ eV. The remaining 0.545 eV is about $21\,kT$, so activated hopping is still a reasonable description. The corrections below concern the slope.

\paragraph{(i) Cosine barrier.}
Write $F=zeE$ for the force and take
\begin{equation}
U(x)=\frac W2\left(1-\cos\frac{2\pi x}{a}\right)-Fx .
\end{equation}
Setting $U'(x)=0$ gives
\begin{equation}
\sin\frac{2\pi x}{a}=\gamma,\qquad \gamma=\frac{Fa}{\pi W}.
\end{equation}
The minimum lies at $x_w=(a/2\pi)\arcsin\gamma$ and the forward saddle at $x_s=a/2-x_w$. The field pushes them towards each other. The cosine equals $+\sqrt{1-\gamma^2}$ at the minimum and $-\sqrt{1-\gamma^2}$ at the saddle, so
\begin{align}
W_+&=U(x_s)-U(x_w)
 =W\sqrt{1-\gamma^2}-F\left(\frac a2-2x_w\right)\nonumber\\
&=W\left[\sqrt{1-\gamma^2}+\gamma\arcsin\gamma\right]-\frac{Fa}{2},
\end{align}
where $2Fx_w=(Fa/\pi)\arcsin\gamma=W\gamma\arcsin\gamma$ was used. For small $\gamma$ the bracket is $1-\gamma^2/2+\gamma^2=1+\gamma^2/2$ to second order. The barrier therefore falls less than linearly.

At the upper field, $Fa=0.310$ eV and $\gamma=0.310/(0.70\pi)=0.141$. At the lower field $\gamma$ is half as large, 0.0705. The loss in $\ln v$ across the window is
\begin{equation}
\frac{W}{2kT}\left(0.141^2-0.0705^2\right)
=\frac{0.70\times0.0149}{0.0517}\approx0.20 .
\end{equation}
The simple law gives a speed ratio of 20.135, whose logarithm is 3.00. The logarithm drops to 2.80. Reading this with the simple law over the window width, 0.15 V/nm, gives
\begin{equation}
a_{\rm read}=\frac{2kT}{e}\,\frac{2.80}{0.15\ \mathrm{V/nm}}
=0.965\ \mathrm{nm}.
\end{equation}
A true hop of 1.034 nm would be read 7\% too short, with the attempt frequency held fixed. Conversely, a reading of 1.034 nm across this window corresponds to a true hop of about 1.12 nm. Since $\gamma$ depends on the product $za$, the fractional error is the same for the doubly charged candidate, and this correction does not reveal the charge.

\paragraph{(ii) Off-centre saddle.}
If the saddle lies at a fraction $s$ of the hop, the field lowers the forward barrier by $szeaE$ to first order. At high field, where forward hops dominate, $d\ln v/dE=szea/kT$. Let $E_0$ now denote the measured e-fold field, 0.50 MV/cm, whatever the value of $s$. Setting the slope equal to $1/E_0$ gives
\begin{equation}
a=\frac{kT}{szeE_0}.
\end{equation}
For $s=\tfrac12$ this returns (\ref{product}). For $s=0.56$ it gives $a=0.92$ nm. Reversing the field replaces $s$ by $1-s$, because the ion now approaches the same saddle from the other side. As long as the field does not move the saddle or the minimum appreciably, the two high-field slopes then add up to $zea/kT$; for a smooth barrier the sum is somewhat smaller, as in (i). Measuring both polarities removes the unknown $s$, but leaves the product $za$.

\paragraph{(iii) Heating during the sweep.}
At high field $\ln v=\ln(a\nu)-(W-zeaE/2)/kT$. At fixed field a small temperature rise $\Delta T$ changes this by
\begin{equation}
\Delta\ln v\approx\frac{W-zeaE/2}{kT^2}\,\Delta T
=\frac{0.545\times5}{0.02585\times300}=0.351 .
\end{equation}
Evaluating the rates at 305 K gives 0.346; the difference is the neglected higher order in $\Delta T/T$. The logarithm of the speed ratio becomes $3.00+0.35=3.35$, and the apparent hop is $0.0517\times3.35/0.15=1.15$ nm. Read from the two ends of the window, the inferred hop is thus 12\% too long.

\paragraph{(iv) Voltage across part of the film.}
The nominal field is the voltage divided by 10 nm. If the voltage falls across 8 nm, the ions there feel a field larger by $10/8=1.25$. The true e-fold field is larger by the same factor, and the true hop is shorter:
\begin{equation}
a=\frac{1.034}{1.25}=0.827\ \mathrm{nm}\ (z=1),\qquad
a=\frac{0.517}{1.25}=0.414\ \mathrm{nm}\ (z=2).
\end{equation}

\section*{Part (f): comparison with a memory cell}

\textbf{Neighbouring ion sites in oxides are roughly 0.3 nm apart. Discuss the inferred lengths for an oxide-film resistive memory cell.}

\subsection*{Model answer}

A film 10 nm thick needs 1.5 to 3.0 V to reach the fields of this example, which is the rough range of such cells. The barrier and attempt frequencies used here are round values, not data for a particular oxide. The inferred hop is about 3.4 times the rough site spacing for $z=1$ and 1.7 times for $z=2$. The second is less discrepant, but that alone does not prove a charge of two, since both lengths are larger than one spacing.

Field crowding could reconcile the doubly charged candidate with a 0.3 nm hop if the true field were 1.72 times the nominal one. At the top of the sweep this would mean $1.72\times3.0=5.2$ MV/cm, slightly above a rough breakdown field of 5 MV/cm. For $z=1$ the required field would be about twice that again. Breakdown depends on thickness, material and duration, so this is a warning against relying on crowding alone, not a strict exclusion.

The assumption of constant temperature can fail badly in a switching cell, because the current may heat the active region strongly. Take a rise of a hundred kelvin as an illustration. Suppose the ions are at 300 K at the lower field and at 400 K at the upper one. The small-$\Delta T$ formula is no longer adequate, but the activated factor gives directly
\begin{equation}
\Delta\ln v=\frac{0.545}{0.02585}\left(1-\frac{300}{400}\right)=5.3 .
\end{equation}
The simple law would then report $0.0517\times(3.0+5.3)/0.15=2.9$ nm for a true hop of 1.03 nm. An apparently long hop can therefore be a sign of heating. Widely spaced pulses let the cell cool and keep heat from building up from one pulse to the next. They do not prevent heating within a pulse, unless the pulse is much shorter than the thermal response time of the heated region. That time depends on the size of the region and on how heat leaves it, and in a nanoscale cell it can be nanoseconds or less. With the rates used here an ion needs about 0.7 ms ($z=1$) or 0.36 ms ($z=2$) per hop at 3.0 MV/cm and 300 K, so hardly any ion would move in a single nanosecond pulse. One remedy is to add up the drift over a great many short pulses, but it works only if each pulse is short compared with the thermal response time. For a thermal diffusivity $\alpha\approx4\times10^{-7}$ m$^2$/s, a film of thickness $L=10$ nm between cold electrodes has $L^2/\pi^2\alpha\approx25$ ps, and a nanosecond pulse then heats it almost fully. The pauses must then not be too long, because the ions diffuse during them. If the pulses fill only $10^{-4}$ of the time, the singly charged ion takes 69 s to drift 10 nm, and in that time diffusion spreads it by $\sqrt{2Dt}\approx23$ nm. The other remedy is to use longer pulses and to measure or estimate the temperature during them.

Uniform heating of the whole experiment is a different matter. If $T$ is known and the same at every field, (\ref{E0}) applies with that $T$. For the same $za$, operation at 358 K raises the e-fold field from 0.50 to $0.50\times358/300=0.597$ MV/cm.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 300 K; kT: 0.02585 eV
measured e-fold field: 0.50 MV/cm
product z*a: 1.0341 nm
hop length, z=1: 1.034 nm = 10.34 angstrom
hop length, z=2: 0.517 nm = 5.17 angstrom
barrier: 0.70 eV; film: 10 nm
attempt frequency, z=1: 2.0e+12 Hz; z=2: 4.0e+12 Hz
field window: 1.5 to 3.0 MV/cm
film voltage at window ends: 1.5, 3.0 V
speed at 1.5 MV/cm, z=1: 72.10 nm/s; z=2: 72.10 nm/s
speed at 3.0 MV/cm, z=1: 1451.66 nm/s; z=2: 1451.66 nm/s
speed ratio over window: 20.135
hop read from window ends, z=1: 1.0349 nm
speed growth, 2.5 to 3.0 MV/cm: 2.7184
speed growth, 0.1 to 0.6 MV/cm: 7.497
local e-fold field at 0.5 MV/cm: 0.3808 MV/cm
diffusivity, z=1: 3.721e-14 cm2/s
low-field mobility, z=1: 1.439e-12 cm2/Vs
charge number from mobility/diffusivity: 1.0001
diffusivity, z=2: 1.860e-14 cm2/s
low-field mobility, z=2: 1.439e-12 cm2/Vs
charge number from mobility/diffusivity: 2.0001
barrier lowering at 3 MV/cm: 0.1551 eV
apparent hop with cosine barrier, z=1: 0.965 nm
off-centre saddle fraction: 0.560
hop inferred for that saddle, z=1: 0.924 nm
temperature rise during sweep: 5 K
added ln(speed) from heating: 0.346; first-order estimate: 0.351
apparent hop with heating, z=1: 1.154 nm
layer carrying the voltage: 8 nm; field factor: 1.25
true hop with that layer, z=1: 0.827 nm; z=2: 0.414 nm
e-fold field at 358 K: 0.597 MV/cm
tunnelling rate factor, z=2 attempt frequency: 1.0171
rough breakdown field: 5 MV/cm; top field / breakdown: 0.60
rough oxide site spacing: 0.3 nm
inferred hop / rough spacing, z=1: 3.45; z=2: 1.72
\end{verbatim}
